# Nodal Solution, Time Step and Balance Checks for Battery Packs

## What goes wrong without it

Six cells in parallel deliver 30 A. A pack model that divides the load equally gives each cell 5 A. In the pack computed below, an aged cell carries 2.75 A at the start, and its neighbours carry more than 5 A to make up the difference. Equal division also gives no current at rest, whereas a cell with less charge than its neighbours is then being charged by them at 2.4 A.

Solving the resistor network cures both faults but leaves a third. The cell voltages change as charge is withdrawn, so the solution must be advanced in time. In the same pack, at rest and with a straight voltage curve, a simple explicit step 20 % beyond its stability limit multiplies the circulating currents by $3\times10^5$ in 39 steps, although Kirchhoff's laws hold at each one.

The setting treated here is the step rule of a pack simulator: the step length $\Delta t$ and a weight $\theta$ that says how far into the step the cell voltage is evaluated. The guidance follows from the network equations.

## The network equations

Branch $k$ runs from node $a$ to node $b$ and has resistance $R_k>0$ and emf $E_k$. For a cell, $a$ is the negative terminal, $b$ the positive one, and $E_k=U(z_k)$ is the open-circuit voltage at state of charge $z_k$. Welds and connecting strips have $E_k=0$. The current $i_k$ is positive from $a$ to $b$, so a discharging cell has $i_k>0$. The terminal voltage is the emf less the ohmic drop, $v_b-v_a=E_k-R_ki_k$, or

$$R_k i_k=v_a-v_b+E_k .$$

Let the incidence matrix $A$ have $A_{ak}=+1$, $A_{bk}=-1$ and zeros elsewhere. Then $(A^Tv)_k=v_a-v_b$, and $(Ai)_n$ is the net current leaving node $n$ through its branches. It must equal the current $s_n$ injected there from outside. With $G=\mathrm{diag}(1/R_k)$ the two laws are

$$i=G(A^Tv+E),\qquad Ai=s .$$

Inserting the first in the second gives the nodal equation

$$AGA^Tv=s-AGE .$$

A load drawing current $I$ takes it from the positive pack terminal and returns it to the negative one, so $s_+=-I$, $s_-=+I$ and $\sum_n s_n=0$.

**One node must be grounded.** For any $x$,

$$x^TAGA^Tx=\sum_k \frac{(x_a-x_b)^2}{R_k}\ge 0 ,$$

which vanishes only if $x$ is the same at both ends of every branch. A connected pack therefore has one null vector, the uniform voltage shift. Setting one node voltage to zero removes it and leaves a positive definite matrix with a unique solution. A pack with a severed group has two null vectors, so its matrix remains singular after one node is grounded. The solver may report this, but rounding can hide it. Under load the result is then a set of finite but absurdly large voltages, and either sign points to the wiring list, not to the solver. At rest the singular equations are consistent: the floating part merely takes an arbitrary offset and the voltages can look ordinary. Connectivity should therefore be checked on the wiring list itself.

**Nothing here requires a series-parallel layout.** Strips between neighbouring cells form bridges that series and parallel rules cannot in general reduce; the nodal equation does not distinguish the cases.

As a hand example, put cells of 4.0 V, 20 mΩ and 3.9 V, 30 mΩ in parallel under a 5 A load, with the negative node grounded. The positive node is the head of both branches, so its row reads

$$\left(\frac1{0.020}+\frac1{0.030}\right)v=\frac{4.0}{0.020}+\frac{3.9}{0.030}-5 .$$

This is $83.33\,v=325$, so $v=3.90$ V. The currents are $(4.0-3.9)/0.020=5$ A and $(3.9-3.9)/0.030=0$. The second cell is idle because the node sits at its own emf.

## What the two balances can detect

Multiply the branch law by $i_k$ and sum over branches:

$$\sum_k R_ki_k^2=v^TAi+\sum_kE_ki_k=v^Ts+\sum_kE_ki_k .$$

The second form uses the current law. Since $v^Ts=-I(v_+-v_-)=-P_{\rm load}$,

$$\sum_kE_ki_k=\sum_kR_ki_k^2+P_{\rm load}.$$

The cells' electrical source power equals the Joule heat plus the power delivered.

The current balance should be evaluated at every node, including the grounded one, whose equation was not solved. Each column of $A$ sums to zero, so $\sum_n(Ai)_n=0$ for any currents. The defects $r=Ai-s$ therefore sum to $-\sum_ns_n$. The solved nodes have $r_n=0$ up to rounding, and any imbalance in the prescribed load appears in full at the grounded node.

Rounding sets the smallest sensible tolerance. In the nodal solution a branch current is a difference of node voltages times a conductance, so the largest rounding error to expect in a pack is at least of the order of (relative precision) × (pack voltage) × (largest conductance). For 16 V, a 0.2 mΩ link (5000 S) and relative precision $10^{-16}$, that is about $10^{-11}$ A. The discharge below has a worst node defect of $9\times10^{-11}$ A. A tolerance of $10^{-8}$ A is reasonable there; one of $10^{-14}$ A could not be met by currents formed from node voltages in this way.

Neither balance tells whether the resistances are right. Wrong resistances give a different pack that also balances.

## One step in time

With capacity $Q_k$ in coulombs, $dz_k/dt=-i_k/Q_k$. Over a step the charge changes by $\Delta z_k=-i_k\Delta t/Q_k$. Evaluate the emf a fraction $\theta$ of the way through the step, to first order in $\Delta z_k$:

$$E_k=U(z_k)+\theta U'(z_k)\Delta z_k=U(z_k)-\frac{\theta U'(z_k)\Delta t}{Q_k}\,i_k .$$

The last term is proportional to the current, so it acts as a series resistance. One step is thus an ordinary nodal solution with emf $U(z_k)$ and cell resistance

$$R_k^{\rm step}=R_k+\frac{\theta U'(z_k)\Delta t}{Q_k}.$$

No iteration is needed, and the matrix keeps its pattern of zeros. The choice $\theta=0$ is the explicit Euler step. The load is taken as constant during a step, so step boundaries should fall on load changes. The method assumes $U'\ge0$; a negative slope could make the step resistance vanish or change sign.

**Accuracy.** At fixed load the currents depend linearly on changes of emf. Write $\delta i=Y\,\delta E$ for the cells, $D=\mathrm{diag}(U'_k)$ and $Q=\mathrm{diag}(Q_k)$. The equation of motion is $\dot z=f(z)$ with Jacobian $J=-Q^{-1}YD$. The mean rate $q=\Delta z/\Delta t$ of the step obeys

$$q=f+\theta\Delta t\,Jq ,\qquad q=f+\theta\Delta t\,Jf+O(\Delta t^2).$$

Along the true solution $\ddot z=Jf$, so the true mean rate is $f+\tfrac12\Delta t\,Jf+O(\Delta t^2)$. The two agree through the term in $\Delta t$ if $\theta=\tfrac12$. The error per step is then $O(\Delta t^3)$ and, over a fixed time with $1/\Delta t$ times as many steps, $O(\Delta t^2)$. Other fixed weights are first order in general.

**Stability.** Eliminating the node voltages gives, on the cell branches,

$$Y=G-GA^T(AGA^T)^{+}AG ,$$

where the superscript + denotes the inverse outside the null space. This matrix is symmetric. It is also non-negative: the power balance for the changes, at fixed load, is $\sum\delta E\,\delta i=\sum R\,\delta i^2\ge0$. Rescaling the charges by $(DQ)^{1/2}$ turns $-J$ into $BYB$ with $B=(D/Q)^{1/2}$, again symmetric and non-negative. Its eigenvalues $\lambda$ are therefore real decay rates. The term subtracted from $G$ in $Y$ is itself non-negative, so $BYB$ is no larger than $BGB$, and

$$\lambda_{\max}\le\max_k\frac{U'_k}{Q_kR_k}.$$

For constant slope, a deviation $y$ in a mode of rate $\lambda$ has $f=-\lambda y$ and $J=-\lambda$. Then $q=-\lambda y/(1+\theta\lambda\Delta t)$, and one step multiplies $y$ by

$$g=1+\frac{q\Delta t}{y}=\frac{1-(1-\theta)\lambda\Delta t}{1+\theta\lambda\Delta t}.$$

- For $\theta=0$, $g=1-\lambda\Delta t$. Decay requires $\Delta t<2/\lambda_{\max}$, which is guaranteed if $\Delta t<2\min_k(Q_kR_k/U'_k)$.
- For $\theta=\tfrac12$, $|g|<1$ for every $\lambda>0$. Beyond $\lambda\Delta t=2$, however, $g$ is negative and the circulating currents alternate in sign while they decay.
- For $\theta=1$, $g=1/(1+\lambda\Delta t)$ is always positive, at the price of first-order accuracy.

## The example pack

Four groups in series each hold six parallel cells. A normal cell has 25 mΩ and 5 Ah. One cell in the second group is aged, with 50 mΩ and 4 Ah. All cells start at $z=0.90$ except one in the third group at 0.80. Each cell has a 0.2 mΩ weld, and 0.2 mΩ strips join neighbouring cells. The pack terminals are at diagonally opposite corners. The open-circuit voltage in volts is

$$U(z)=3.45+0.75z-0.45e^{-20z}.$$

There are 54 nodes and 73 branches, hence $73-54+1=20$ independent loops. Solving for loop currents instead, from the condition that voltages sum to zero around each loop, gives the same branch currents to within $10^{-10}$ A.

**At rest.** Neglect the strips and let $R=25.2$ mΩ be cell plus weld. The six currents $(U_k-V)/R$ sum to zero, so the group voltage $V$ is the mean emf. The low cell's emf lies 0.075 V below that of the other five, hence $\tfrac56\times0.075$ V below the mean, and

$$i_{\rm low}=-\frac{5}{6}\,\frac{0.075}{0.0252}=-2.48\ \text{A}.$$

The full network gives −2.44 A, as the strips add some resistance. The pack dissipates 0.18 W with no load attached.

**At 30 A.** The initial source power is 494.81 W: 16.18 W of heat and 478.62 W delivered, equal to the total within rounding. With a 30 s step and $\theta=\tfrac12$ the discharge runs as follows.

| Time (s) | Pack (V) | Aged (A) | Neighbour (A) | Low (A) |
|---:|---:|---:|---:|---:|
| 0 | 15.95 | 2.75 | 5.45 | 2.56 |
| 600 | 15.45 | 3.42 | 5.32 | 4.08 |
| 1200 | 14.94 | 3.76 | 5.25 | 4.65 |
| 1800 | 14.44 | 3.95 | 5.21 | 4.87 |
| 2400 | 13.91 | 4.15 | 5.17 | 4.95 |

The aged cell starts near its share of the conductance. Neglecting strips, this is $30\times(1/50.2)/(5/25.2+1/50.2)=2.74$ A. It then takes more, because its neighbours discharge faster and their emfs fall.

For constant slope the end of this process is simple. The decaying modes die out and the currents become constant. All strip and cell voltage drops $R_ki_k$ are then constant, so the nodes of one plate (the row of strips between two groups) shift together. Every emf in a group must therefore fall at the same rate $U'i_k/Q_k$, which gives

$$i_k=I\,\frac{Q_k}{\sum_{\rm group}Q} .$$

Among cells that start at equal emf, resistance decides the early sharing. Capacity decides the late sharing as long as the slope is constant. For the aged cell the late value is $30\times4/29=4.14$ A.

The aged cell's current at 2400 s, 4.147 A before rounding, slightly exceeds this. The voltage curve has begun to bend: the aged cell ends at $z=0.291$, where $U'=0.78$ V, and its neighbour at 0.197, where $U'=0.92$ V. Their emfs fall at $0.78\times4.15/4=0.81$ V/h and $0.92\times5.17/5=0.95$ V/h. The neighbour's falls faster, so current is still moving to the aged cell.

**Terminal placement.** With 24 identical cells at $z=0.90$, the difference between the largest and smallest cell current is 0.564 A, about 11 % of the mean. Moving one terminal so that both are on the same side leaves this unchanged to four decimals. The reason is the short reach of an uneven feed. Let $\phi_s$ be the amplitude of a lateral voltage pattern on plate $s$. Current balance on an interior plate gives

$$\phi_{s+1}+\phi_{s-1}-2\phi_s=\mu\,\frac{25.2}{0.2}\,\phi_s ,$$

where the smoothest pattern along six nodes has $\mu=2-2\cos(\pi/6)=0.268$. Setting $\phi_s\propto x^s$ gives $x+1/x=35.8$, so $x=0.028$ per group. Three groups away the influence is $x^3\approx2\times10^{-5}$. Cells of lower resistance or thinner strips would lengthen the reach.

## Choosing the step for this pack

**Stability.** The bound with $U'=0.75$ V guarantees an explicit step up to $2\times18000\times0.025/0.75=1200$ s. The computed eigenvalues give 1211 s, slightly longer because welds and strips add resistance. Near empty the curve steepens to $U'(0)=9.75$ V, and the guaranteed step shrinks to 92 s. An explicit step chosen at mid-charge can thus become unstable late in a discharge.

The growth quoted at the outset belongs to a resting pack with the constant slope 0.75 V, small random charge differences and a step 1.2 times the limit. There $\lambda_{\max}\Delta t=2.4$ and $g=-1.4$, and $1.4^{39}=5\times10^5$; the observed factor is $3\times10^5$, since part of the initial current lies in slower modes. The computed charges leave the range 0 to 1 long before the last step, so the factor measures the instability of the rule and is not a current that a real pack could carry. With $\theta=\tfrac12$ and the same step, the fastest mode has $g=-0.2/2.2=-0.09$. The currents reach the rounding level, about $4\times10^{-11}$ of their initial size, well before the last step.

**Accuracy.** For $\theta=\tfrac12$ and $x=\lambda\Delta t$,

$$g=1-x+\frac{x^2}{2}-\frac{x^3}{4}+\dots,\qquad e^{-x}=1-x+\frac{x^2}{2}-\frac{x^3}{6}+\dots$$

The error per step is $-x^3/12$ relative to the current amplitude. After $t/\Delta t$ steps an initial deviation $a$ has acquired an error of size

$$a\,e^{-\lambda t}\,\lambda t\,\frac{(\lambda\Delta t)^2}{12}\le \frac{a(\lambda\Delta t)^2}{12e},$$

because $\lambda t\,e^{-\lambda t}$ is largest at $\lambda t=1$. This is the leading order for small $x$ and constant slope.

In the example $\lambda\approx0.75/(18000\times0.0252)=1.65\times10^{-3}$ s$^{-1}$, so 600 s is close to the worst moment as long as the slope stays near 0.75 V. The low cell starts $\tfrac56\times0.10=0.083$ from its group mean. For a 60 s step the estimate is $0.083\times0.099^2/32.6=2.5\times10^{-5}$ in state of charge. Against an eighth-order Runge–Kutta integration with tight error control, the largest error at 600 s is $2.4\times10^{-5}$. Halving the step reduces it to $6.1\times10^{-6}$, a factor of 4.0, as second order requires. Late in the discharge the voltage curve bends and the constant-slope estimate no longer applies: with the 60 s step the largest error is $3.3\times10^{-5}$ at 2400 s, now in the aged cell, and it is rising.

The estimate can be inverted. To keep the error below $10^{-3}$ of the initial imbalance, take $\lambda\Delta t\le\sqrt{12e\times10^{-3}}=0.18$, or about 110 s here, and less where the voltage curve is steeper.

## Energy over a whole discharge

The heat in a step is $R_ki_k^2\Delta t$ with the true resistance. The added part $U'\Delta t/(2Q_k)$ represents the falling emf and produces no heat. For a 30 s step it is $0.75\times30/36000$ Ω, or 0.63 mΩ. Counting it as heat would overstate cell heating by 2.5 %.

With the emf at its mid-step value $\bar E_k=U+\tfrac12U'\Delta z_k$, the power balance holds for each step up to rounding. The energy stored in the cells follows the true curve instead, whose mean over the step is

$$\frac1{\Delta z}\int_0^{\Delta z}U(z+\xi)\,d\xi=U+\frac{U'\Delta z}{2}+\frac{U''\Delta z^2}{6}+\dots$$

Stored energy released, minus heat and delivered energy, is therefore

$$\sum_k i_k\Delta t\,\frac{U''_k\Delta z_k^2}{6}$$

per step, to leading order. It vanishes for a straight voltage curve even when the charges have step errors, so it tests the energy account and not the accuracy of the charges.

Over the 2400 s discharge the cells release 1114.4 kJ, found by numerical integration of $U$. The load receives 1075.8 kJ (299 Wh), the cells dissipate 37.0 kJ and the links 1.6 kJ. The remaining gap is −0.54 J, or $5\times10^{-7}$ of the energy released. The formula explains it. Each normal cell moves by about $\Delta z=5\times30/18000=0.0083$ in magnitude per step, and summing $U''|\Delta z|$ over steps gives the total change of slope, $U'(0.90)-U'(0.22)\approx-0.11$ V. Hence for 24 cells

$$24\times\frac{18000\times0.0083^2}{6}\times(-0.11)\approx-0.5\ \text{J}.$$

The estimate grows as $\Delta t^2$ and holds for short steps. At a step as short as 30 s, a gap much larger than the estimate points to a bookkeeping error.

## Beside a real pack

The parameters are rough typical values for 5 Ah cylindrical lithium-ion cells with a nickel-rich oxide cathode and a graphite anode. A copper strip 22 mm long, 10 mm wide and 0.2 mm thick has about 0.19 mΩ. At the start the most heavily loaded strip carries 24.6 A, about 12 A/mm², which is high for continuous use without good cooling. Real cells do not have one constant resistance. Adding 10 mΩ for fully developed slow polarization raises the cell heat by 39 % and lowers the final pack voltage by 0.20 V. Without cooling, at a rough heat capacity of 70 J/K per cell, the model cells warm by 22 K on average and by at most 24 K. Letting the resistance fall with temperature at an activation energy of 0.2 eV reduces the heat by 20 % and raises the final voltage by 0.18 V. Reversible heat, for an entropy coefficient of 0.1 mV/K, is 0.15 W at 5 A beside 0.63 W of Joule heat, with either sign. If 5 mΩ of the resistance is charge transfer, its nonlinearity lowers that part of the drop by about 4 %. These uncertainties far exceed the step errors above, so shortening a 30 s step would not make the heat prediction more reliable.

## Guidance

- Use $\theta=\tfrac12$ when $U'\ge0$ and the load is constant within each step. It needs no iteration, but its matrix changes with $U'$ and must be factorized again at each step. The explicit rule can reuse one factorization while the resistances stay fixed.
- Choose $\Delta t$ from $\lambda\Delta t$, with $\lambda$ bounded by the largest $U'/(QR)$ over the charge range to be covered. Keep $\lambda\Delta t<2$ to avoid alternating currents, and near 0.2 for errors of about $10^{-4}$ in state of charge in the example pack, which is $10^{-3}$ of its initial imbalance. The late error arises in the aged cell where the curve bends, and it does not shrink if the initial charge difference is smaller.
- If long steps must be taken across fast modes, $\theta=1$ avoids the alternation but is first order.
- Inspect the current balance at the grounded node, the power balance at each solution and the stored-energy balance over the run. They respond respectively to an unbalanced load, faulty power accounting and a coarse step on a curved voltage characteristic.
- Keep the matrix sparse. A pack of 96 groups of 40 cells has 7719 unknown voltages but 30,641 nonzero matrix entries, about four per row, because each node touches few branches. At 200 A its worst node defect is $5\times10^{-8}$ A, so tolerances must grow with pack voltage and size.
